# Metal Barrier Change on Silica from Weak Interface Pinning: a numerical check

```python
"""
Result under test: a metal/insulator electron barrier changes by
    S * (work-function difference),  S = 1/(1 + a),
where a = e^2 D d/eps0 is the dipole strength of gap states (density D,
distance d). Monch's EMPIRICAL rule sets a = 0.1*(eps - 1)^2, with eps the
optical permittivity. The rule is an input here, not something proved.
The program tests the dipole model, the cancellation of the neutrality level,
the photoemission threshold law, image lowering and the tunnelling exponent.
Energies are in eV and lengths in m unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, i0

q, eps0, hbar = const.e, const.epsilon_0, const.hbar
temperature = 300.0
kT = const.k * temperature / q

# Inputs: rough material values and round model choices
eps_opt = 2.25
coefficient = 0.1
work_al, work_au = 4.1, 5.1
affinity, neutral_depth = 0.9, 5.0
dipole_distance = 0.3e-9
oxide_thickness = 50e-9
field_al = 1.0e8
mass_ratio = 0.5
breakdown_field = 1.0e9


def slope(eps, coeff=coefficient):
    return 1.0 / (1.0 + coeff * (eps - 1.0) ** 2)


S = slope(eps_opt)
strength = coefficient * (eps_opt - 1.0) ** 2
state_density = strength * eps0 / (q * dipole_distance)  # per eV per m^2
work_difference = work_au - work_al
barrier_change = S * work_difference

# Dipole model: count occupied gap states, then solve for the potential step
state_energy = np.linspace(-4.0, 4.0, 8001)  # relative to neutrality level


def counted_barrier(work, depth):
    def mismatch(step):
        fermi = depth - (work + step)
        electrons = trapezoid(expit((fermi - state_energy) / kT), state_energy)
        positive_number = state_density * (4.0 - electrons)
        return step + q * positive_number * dipole_distance / eps0
    step = brentq(mismatch, -2.0, 2.0, xtol=1e-12)
    return work + step - affinity


def formula_barrier(work, depth):
    return depth - affinity + S * (work - depth)


for depth in (4.5, 5.0, 5.5):
    low = counted_barrier(work_al, depth)
    high = counted_barrier(work_au, depth)
    assert abs(low - formula_barrier(work_al, depth)) < 1e-6
    assert abs(high - formula_barrier(work_au, depth)) < 1e-6
    assert abs((high - low) - barrier_change) < 1e-6
barrier_al = formula_barrier(work_al, neutral_depth)
barrier_au = formula_barrier(work_au, neutral_depth)
depth_shift = (counted_barrier(work_al, 5.5)
               - counted_barrier(work_al, 4.5))
assert abs(depth_shift - (1.0 - S)) < 1e-6

# Sensitivity to permittivity
sensitivity = -2.0 * coefficient * (eps_opt - 1.0) * S**2
difference_step = 1e-4
numeric_sensitivity = (slope(eps_opt + difference_step)
                       - slope(eps_opt - difference_step)) / (2 * difference_step)
assert abs(numeric_sensitivity - sensitivity) < 1e-7


# Distributed states: u'' = strength*exp(-x)*u, x in units of decay length
def distributed_slope(intervals):
    x = np.linspace(0.0, 30.0, intervals + 1)
    h = x[1] - x[0]
    bands = np.zeros((3, intervals))
    bands[0, 1:] = 1.0
    bands[1] = -2.0 - h**2 * strength * np.exp(-x[1:])
    bands[2, :-1] = 1.0
    bands[1, -1] += 1.0  # zero field far inside the oxide
    source = np.zeros(intervals)
    source[0] = -1.0     # unit potential at the metal
    return solve_banded((1, 1), bands, source)[-1]


S_coarse, S_distributed = distributed_slope(3000), distributed_slope(6000)
mesh_shift = abs(S_distributed - S_coarse)
assert mesh_shift < 1e-4
assert abs(S_distributed - 1.0 / i0(2.0 * np.sqrt(strength))) < 1e-5


# Image lowering: maximize the electron potential energy directly
def image_lowering(field):
    return np.sqrt(q * field / (4.0 * np.pi * eps0 * eps_opt))


def numerical_image(field):
    def minus_energy(x_nm):
        x = x_nm * 1e-9
        return q / (16.0 * np.pi * eps0 * eps_opt * x) + field * x
    found = minimize_scalar(minus_energy, bounds=(0.05, 20.0),
                            method="bounded", options={"xatol": 1e-9})
    return found.fun, found.x


field_au = field_al + barrier_change / oxide_thickness
lower_al, lower_au = image_lowering(field_al), image_lowering(field_au)
numeric_lower_al, image_position_nm = numerical_image(field_al)
assert abs(numeric_lower_al - lower_al) < 1e-8
assert abs(numerical_image(field_au)[0] - lower_au) < 1e-8
threshold_al, threshold_au = barrier_al - lower_al, barrier_au - lower_au
threshold_change = threshold_au - threshold_al


# Photoemission: sum over normal and parallel energies of metal electrons
def counted_yield(excess, points=601):
    normal = np.linspace(-excess, 0.8, points)
    parallel = np.linspace(0.0, excess + 0.8, points)
    occupation = expit(-(normal[:, None] + parallel[None, :]) / kT)
    return trapezoid(trapezoid(occupation, parallel, axis=1), normal)


photons = np.linspace(4.4, 5.0, 7)


def fitted_threshold(threshold):
    yields = np.array([counted_yield(p - threshold) for p in photons])
    law = (photons - threshold) ** 2 / 2.0 + (np.pi * kT) ** 2 / 6.0
    assert np.max(np.abs(yields / law - 1.0)) < 2e-4
    gradient, intercept = np.polyfit(photons, np.sqrt(yields), 1)
    return -intercept / gradient


fit_al, fit_au = fitted_threshold(threshold_al), fitted_threshold(threshold_au)
fit_change = fit_au - fit_al
assert abs(fit_al - threshold_al) < 0.01
assert abs(fit_au - threshold_au) < 0.01

# Tunnelling through the triangular aluminium barrier, image force left out
mass = mass_ratio * const.m_e
tunnel_exponent = (4.0 * np.sqrt(2.0 * mass) * (barrier_al * q) ** 1.5
                   / (3.0 * hbar * q * field_al))
exit_distance = barrier_al / field_al
assert exit_distance < oxide_thickness
wkb_integral = quad(
    lambda s: 2.0 * exit_distance / hbar
    * np.sqrt(2.0 * mass * q * barrier_al * (1.0 - s)), 0.0, 1.0)[0]
assert abs(wkb_integral / tunnel_exponent - 1.0) < 1e-7

# Spread of the estimate
S_weak, S_strong = slope(eps_opt, 0.05), slope(eps_opt, 0.15)
eps_index = 1.46**2
S_index, S_static = slope(eps_index), slope(3.9)
work_spread = 0.1
barrier_spread = S * np.sqrt(2.0) * work_spread


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Optical permittivity", eps_opt, digits=2)
show("Empirical coefficient", coefficient, digits=2)
show("Dipole strength a", strength, digits=5)
show("Slope S", S, digits=4)
show("dS/deps", sensitivity, digits=3)
show("Assumed dipole distance", dipole_distance * 1e9, "nm", 2)
print(f"Equivalent state density: {state_density/1e4:.2e} /(eV cm2)")
show("Rough Al work function", work_al, "eV", 1)
show("Rough Au work function", work_au, "eV", 1)
show("Work-function difference", work_difference, "eV", 2)
show("Predicted barrier change", barrier_change, "eV")
print(f"Predicted barrier change: {barrier_change*q:.3e} J")
show("Rough oxide affinity", affinity, "eV", 1)
show("Chosen neutrality depth", neutral_depth, "eV", 1)
show("Model Al barrier", barrier_al, "eV")
show("Model Au barrier", barrier_au, "eV")
show("Barrier shift per 1 eV neutrality shift", depth_shift, "eV")
show("S, distributed gap states", S_distributed, digits=4)
print(f"Mesh-halving shift of this S: {mesh_shift:.1e}")
show("S, coefficient 0.05", S_weak)
show("S, coefficient 0.15", S_strong)
show("Permittivity for index 1.46", eps_index)
show("S for index 1.46", S_index)
show("S if static 3.9 is misused", S_static)
show("Assumed work-function spread, each", work_spread, "eV", 2)
show("Resulting barrier-change spread", barrier_spread, "eV")
show("Temperature", temperature, "K", 0)
show("Thermal energy kT", kT, "eV", 4)
show("Oxide thickness", oxide_thickness * 1e9, "nm", 0)
show("Field under Al", field_al / 1e8, "MV/cm")
show("Field under Au, equal bias", field_au / 1e8, "MV/cm")
show("Rough breakdown field", breakdown_field / 1e8, "MV/cm", 0)
show("Image lowering, Al", lower_al, "eV")
show("Image lowering, Au", lower_au, "eV")
show("Image barrier position, Al", image_position_nm, "nm", 2)
show("Lowered threshold, Al", threshold_al, "eV")
show("Lowered threshold, Au", threshold_au, "eV")
show("Threshold change, equal bias", threshold_change, "eV")
show("Photon window start", photons[0], "eV", 1)
show("Photon window end", photons[-1], "eV", 1)
show("Fitted threshold, Al", fit_al, "eV", 4)
show("Fitted threshold, Au", fit_au, "eV", 4)
show("Fitted threshold change", fit_change, "eV", 4)
show("Thermal fit error, Al", 1000 * (fit_al - threshold_al), "meV", 2)
show("Thermal fit error, Au", 1000 * (fit_au - threshold_au), "meV", 2)
show("Rough oxide electron mass ratio", mass_ratio, digits=1)
show("Triangular barrier width, Al", exit_distance * 1e9, "nm", 1)
show("Tunnelling exponent, Al", tunnel_exponent, digits=0)
print("ALL CHECKS PASSED")
```

It prints:

```
Optical permittivity: 2.25
Empirical coefficient: 0.10
Dipole strength a: 0.15625
Slope S: 0.8649
dS/deps: -0.187
Assumed dipole distance: 0.30 nm
Equivalent state density: 2.88e+12 /(eV cm2)
Rough Al work function: 4.1 eV
Rough Au work function: 5.1 eV
Work-function difference: 1.00 eV
Predicted barrier change: 0.865 eV
Predicted barrier change: 1.386e-19 J
Rough oxide affinity: 0.9 eV
Chosen neutrality depth: 5.0 eV
Model Al barrier: 3.322 eV
Model Au barrier: 4.186 eV
Barrier shift per 1 eV neutrality shift: 0.135 eV
S, distributed gap states: 0.8602
Mesh-halving shift of this S: 8.7e-07
S, coefficient 0.05: 0.928
S, coefficient 0.15: 0.810
Permittivity for index 1.46: 2.132
S for index 1.46: 0.886
S if static 3.9 is misused: 0.543
Assumed work-function spread, each: 0.10 eV
Resulting barrier-change spread: 0.122 eV
Temperature: 300 K
Thermal energy kT: 0.0259 eV
Oxide thickness: 50 nm
Field under Al: 1.000 MV/cm
Field under Au, equal bias: 1.173 MV/cm
Rough breakdown field: 10 MV/cm
Image lowering, Al: 0.253 eV
Image lowering, Au: 0.274 eV
Image barrier position, Al: 1.26 nm
Lowered threshold, Al: 3.069 eV
Lowered threshold, Au: 3.913 eV
Threshold change, equal bias: 0.844 eV
Photon window start: 4.4 eV
Photon window end: 5.0 eV
Fitted threshold, Al: 3.0673 eV
Fitted threshold, Au: 3.9094 eV
Fitted threshold change: 0.8422 eV
Thermal fit error, Al: -1.38 meV
Thermal fit error, Au: -3.08 meV
Rough oxide electron mass ratio: 0.5
Triangular barrier width, Al: 33.2 nm
Tunnelling exponent, Al: 292
ALL CHECKS PASSED
```
